# The Cohen-Heine smoothest pseudo-orbital and its core-mixing equations

## A kinetic energy that falls when core orbitals are added

In a restricted Hartree-Fock calculation on the magnesium atom, the 3s orbital has a kinetic energy of 0.536 hartree. The 1s and 2s orbitals have much larger ones, 67.3 and 8.74 hartree. Yet if we add to 3s the amount $0.0317$ of 1s and $-0.294$ of 2s, the kinetic energy per unit norm drops to 0.103 hartree, about a fifth of its former value. These notes explain how adding such energetic orbitals can lower the kinetic energy, and which equations fix the two coefficients.

## Setting and conventions

We use Hartree atomic units and real orbitals. Let $F=T+V$ be a Hermitian one-electron operator with $T=-\tfrac12\nabla^2$. The potential $V$ may be nonlocal. In the magnesium example it contains the nuclear attraction and the Coulomb and exchange terms of the converged mean field, and it is then held fixed.

The core orbitals $\psi_c$ and the valence orbital $\psi_v$ are orthonormal eigenfunctions:

$$F\psi_c=E_c\psi_c,\qquad F\psi_v=E_v\psi_v .$$

The pseudo-orbital is

$$\varphi=\psi_v+\sum_c a_c\psi_c ,\qquad \langle\psi_c|\varphi\rangle=a_c .$$

The coefficient of $\psi_v$ is kept at 1, so $\varphi$ is not normalized. Its norm integral is

$$N=\langle\varphi|\varphi\rangle=1+\sum_c a_c^2 .$$

The sign of each s orbital is chosen so that it is positive at the nucleus. Reversing the sign of a core orbital reverses its $a_c$ and leaves $\varphi$ unchanged.

## Why a further criterion is needed

Apply $F$ to $\varphi$ and subtract the result from $E_v\varphi$. The valence terms cancel:

$$E_v\varphi-F\varphi=\sum_c(E_v-E_c)\,a_c\psi_c .$$

Define the Phillips-Kleinman repulsion

$$V_R=\sum_c(E_v-E_c)\,|\psi_c\rangle\langle\psi_c| .$$

Since $\langle\psi_c|\varphi\rangle=a_c$, the right-hand side above is $V_R\varphi$, and therefore

$$(F+V_R)\varphi=E_v\varphi \tag{1}$$

for every choice of the $a_c$. The operator $F+V_R$ has raised each core level to $E_v$, so the core and valence orbitals are degenerate and any mixture of them is a solution. The pseudo-equation leaves the coefficients free. Cohen and Heine's criterion uses this freedom to make $\varphi$ as smooth as possible.

## Kinetic energy as a measure of smoothness

For a function that vanishes at infinity, integration by parts gives

$$\langle\varphi|T|\varphi\rangle=-\tfrac12\int\varphi\nabla^2\varphi\,d^3r=\tfrac12\int|\nabla\varphi|^2d^3r .$$

A cusp at the nucleus adds no surface term, because the area of a small sphere around it shrinks to zero while $\varphi\nabla\varphi$ stays finite. We therefore minimize

$$t=\frac{\langle\varphi|T|\varphi\rangle}{\langle\varphi|\varphi\rangle},$$

which is half the mean square gradient. The denominator must be kept, since $N$ changes with the $a_c$.

## The variation

Collect the kinetic matrix elements as

$$K_{cc'}=\langle\psi_c|T|\psi_{c'}\rangle,\quad b_c=\langle\psi_c|T|\psi_v\rangle,\quad T_{vv}=\langle\psi_v|T|\psi_v\rangle .$$

Then $t=A/N$, with

$$A=T_{vv}+2b^{\mathsf T}a+a^{\mathsf T}Ka,\qquad N=1+a^{\mathsf T}a .$$

The quotient rule gives

$$\frac{\partial t}{\partial a_c}=\frac1N\left(\frac{\partial A}{\partial a_c}-t\,\frac{\partial N}{\partial a_c}\right)=\frac2N\left[b_c+(Ka)_c-t\,a_c\right].$$

Setting this to zero for every $c$ yields the equations for the mixing coefficients:

$$\boxed{\;\sum_{c'}\left(K_{cc'}-t\,\delta_{cc'}\right)a_{c'}=-b_c\;} \tag{2}$$

They are linear in $a$ once $t$ is known, but $t$ is itself the minimum being sought. One more equation comes from the definition of $t$, written as $A-tN=0$:

$$0=T_{vv}-t+b^{\mathsf T}a+a^{\mathsf T}\left[b+(K-t)a\right].$$

The bracket vanishes by (2), which leaves

$$t=T_{vv}+b^{\mathsf T}a . \tag{3}$$

Inserting $a=-(K-t)^{-1}b$ gives an equation for $t$ alone:

$$f(t)\equiv T_{vv}-t-b^{\mathsf T}(K-t)^{-1}b=0 . \tag{4}$$

Equations (2) and (3) are the rows of one matrix eigenvalue problem,

$$\begin{pmatrix}K&b\\ b^{\mathsf T}&T_{vv}\end{pmatrix}\begin{pmatrix}a\\1\end{pmatrix}=t\begin{pmatrix}a\\1\end{pmatrix}.$$

The smoothest pseudo-orbital is thus the lowest eigenvector of the kinetic energy in the space spanned by the core and valence orbitals, scaled to unit valence coefficient.

This answers the opening question. At $a=0$ the slope of $t$ is $2b_c$. The orbitals are orthogonal, but they are not eigenfunctions of $T$, so $b_c$ need not vanish. A small admixture with sign opposite to $b_c$ lowers $t$ at first order, while the large kinetic energy of the core orbital enters at second order.

## When the minimum exists

Let $k_0$ be the lowest eigenvalue of $K$, and suppose that

$$T_{vv}<k_0 .$$

The lowest eigenvalue $t$ of the full matrix cannot exceed its diagonal element $T_{vv}$, so $t<k_0$ and $K-t$ is positive definite. The eigenvector must have a valence component. Without one, its core part would satisfy $Ka=ta$ with $t<k_0$, which is impossible. We may therefore scale that component to 1, and (2) gives a unique $a$. By the Rayleigh-Ritz principle no other mixture has a lower quotient, so this is the global minimum.

The condition is sufficient, not necessary. For one core orbital with $b\neq0$, an eigenvector without valence component would need $ba=0$ by the second row of the matrix problem, so the minimum exists whatever the order of $K$ and $T_{vv}$. Some condition is needed, however. Take one core orbital with $K=1$, $T_{vv}=2$ and $b=0$. Then

$$t=\frac{2+a^2}{1+a^2}=1+\frac1{1+a^2},$$

which approaches 1 as $|a|\to\infty$ and never reaches it. The function turns into the core orbital, and no smoothest pseudo-orbital exists.

## Solution by repeated linear solves

Choose a trial $t$, solve (2) for $a(t)$, and take the quotient $A/N$ of the resulting function $\varphi_t$ as the next $t$. To see what this does, use $(K-t)a=-b$:

$$\langle\varphi_t|T-t|\varphi_t\rangle=T_{vv}-t+2b^{\mathsf T}a+a^{\mathsf T}(K-t)a=T_{vv}-t+b^{\mathsf T}a=f(t).$$

Differentiating (4) gives

$$f'(t)=-1-b^{\mathsf T}(K-t)^{-2}b=-(1+a^{\mathsf T}a)=-N(t).$$

The new value is therefore

$$t_{\rm new}=\frac{\langle\varphi_t|T|\varphi_t\rangle}{N(t)}=t+\frac{f(t)}{N(t)}=t-\frac{f(t)}{f'(t)},$$

which is a Newton step for $f(t)=0$.

Start at $t=0$. Since $K$ is positive definite, $f(0)\le T_{vv}$, and since $N\ge1$, the first new value is at most $T_{vv}<k_0$. Below $k_0$ we also have $f''=-2b^{\mathsf T}(K-t)^{-3}b\le0$. A concave function lies below its tangents, so no step lands below the root. From the first new value onward, the sequence can only fall towards the root.

The first solve, $Ka=-b$, has a meaning of its own. It minimizes the numerator $A$ at fixed valence coefficient and ignores the change of norm.

## One core orbital: hydrogenic 1s and 2s

For one core orbital, (4) becomes $(T_{11}-t)(T_{22}-t)=T_{12}^2$. The lower root and its coefficient are

$$t=\frac{T_{11}+T_{22}}2-\sqrt{\left(\frac{T_{11}-T_{22}}2\right)^2+T_{12}^2},\qquad a=-\frac{T_{12}}{T_{11}-t}.$$

Take $V=-Z/r$, with 1s as core and 2s as valence orbital. The virial theorem gives $T_{11}=Z^2/2$ and $T_{22}=Z^2/8$. The off-diagonal element of $F$ vanishes, so $T_{12}=-V_{12}=Z\langle 1s|r^{-1}|2s\rangle$. The radial functions are

$$R_{1s}=2Z^{3/2}e^{-Zr},\qquad R_{2s}=\frac{Z^{3/2}}{\sqrt2}\left(1-\frac{Zr}2\right)e^{-Zr/2}.$$

With $x=Zr$,

$$T_{12}=\sqrt2\,Z^2\int_0^\infty x\left(1-\frac x2\right)e^{-3x/2}dx=\sqrt2\,Z^2\left(\frac49-\frac8{27}\right)=\frac{4\sqrt2}{27}Z^2 .$$

In units of $Z^2$ hartree the three elements are 0.5, 0.125 and 0.2095, hence

$$t=0.3125-\sqrt{0.1875^2+0.2095^2}=0.0313,\qquad a=-\frac{0.2095}{0.4687}=-0.447 .$$

All kinetic elements scale as $Z^2$, so $a$ does not depend on $Z$.

## Magnesium: two coupled equations

The Hartree-Fock orbitals are expanded in an uncontracted even-tempered Gaussian basis, and the operator equations hold within the space of that basis. The core is 1s, 2s and 2p. Because $T$ is rotationally invariant, it does not connect s and p functions. The 2p part of (2) is then homogeneous with a positive definite matrix, so the 2p coefficients vanish.

The existence condition holds, since $T_{vv}=0.536$ and $k_0=2.289$ hartree. The successive values of $t$, starting from zero, are 0.103237 and 0.102892 hartree, after which the printed digits no longer change. At $t=0.10289$ the equations read

$$67.17066\,a_{1s}+20.48108\,a_{2s}=-3.89238,$$
$$20.48108\,a_{1s}+8.64055\,a_{2s}=-1.89127 .$$

The determinant is $580.3914-419.4746=160.9168$, and Cramer's rule gives

$$a_{1s}=\frac{-33.6323+38.7353}{160.917}=0.0317,\qquad a_{2s}=\frac{-127.0379+79.7201}{160.917}=-0.2941 .$$

Direct minimization of the gradient integral on a radial grid gives the same coefficients. The five decimals above serve the arithmetic in this basis (20 s and 11 p functions). In a basis of 34 s and 17 p functions $K_{1s,1s}$ moves by 0.001 hartree and the other elements by 0.0002 or less, $a_{2s}$ goes from $-0.29405$ to $-0.29404$, and $a_{1s}$ and $t$ keep the digits shown. Equation (3) then reproduces the minimum:

$$t=0.5356+3.8924(0.03171)+1.8913(-0.29405)=0.1029\ \text{hartree}.$$

The 1s coefficient is positive although $b_{1s}$ is positive too. The reason is the coupling between the core orbitals. Once 2s is mixed in, the 1s equation has the effective source $b_{1s}+K_{1s,2s}a_{2s}=3.892-6.022=-2.130$ hartree, which has the opposite sign. The coefficients are coupled and cannot be taken from separate one-orbital problems: mixing in 1s alone gives $a_{1s}=-0.058$, and 2s alone gives $a_{2s}=-0.219$.

The first solve gives $a_{1s}=0.0279$ and $a_{2s}=-0.2816$. Its $t$ lies 0.3% above the minimum, while $a_{2s}$ differs from the converged value by 4% and $a_{1s}$ by 12%. Near a minimum, an error in the coefficients affects $t$ at second order.

## The resulting pseudopotential

Equation (2) says that $\langle\psi_c|T|\varphi\rangle=t\,a_c$. Replace $T$ by $F-V$ and let $F$ act to the left:

$$E_ca_c-\langle\psi_c|V|\varphi\rangle=t\,a_c\quad\Longrightarrow\quad(E_c-t)\,a_c=\langle\psi_c|V|\varphi\rangle .$$

The coefficients of $V_R\varphi$ are then

$$(E_v-E_c)a_c=(E_v-t)a_c-(E_c-t)a_c=\bar V a_c-\langle\psi_c|V|\varphi\rangle,\qquad \bar V\equiv E_v-t .$$

By (1), the mean value of $T+V+V_R$ in $\varphi$ is $E_v$, so $\bar V$ is the mean value of $V+V_R$. With the core projector $P=\sum_c|\psi_c\rangle\langle\psi_c|$,

$$(V+V_R)\varphi=(1-P)V\varphi+\bar V P\varphi . \tag{5}$$

The part of $V\varphi$ that lies in the core space is removed and replaced by a constant times the core part of $\varphi$. How much this weakens the potential depends on how much of $V\varphi$ lies in the core space. On average the weakening equals the drop in kinetic energy, because the mean of $V$ in $\psi_v$ is $E_v-T_{vv}$ while $\bar V=E_v-t$. In magnesium the mean of $V$ in 3s is $-0.789$ hartree, while $\bar V=-0.253-0.103=-0.356$ hartree.

Equation (5) describes the action on this particular $\varphi$. The operator $-PV+\bar VP$ that it suggests is in general not Hermitian, because $P$ and $V$ need not commute, and $\bar V$ depends on $\varphi$.

The form also depends on the minimization. For the first solve, $(E_v-E_c)a_c=E_va_c-\langle\psi_c|V|\varphi\rangle$, so (5) fails by $t\,a_c$ in each core coefficient, where $t$ is the quotient of that function. For 2s the size of the failure is $0.1032\times0.2816=0.0291$ hartree, which is the deviation the program finds. Equation (1) still holds for that function.

## What smoothness does and does not provide

| $r$ (bohr) | $R$ of 3s | $R$ of $\varphi$ |
|---|---|---|
| 0.0 | 3.854 | 0.482 |
| 0.1 | 0.923 | 0.269 |
| 0.3 | −0.487 | 0.314 |
| 1.0 | 0.071 | 0.293 |
| 2.0 | 0.267 | 0.280 |
| 3.0 | 0.190 | 0.191 |
| 5.0 | 0.062 | 0.062 |

The radial functions are in bohr$^{-3/2}$. The row at $r=0$ is not converged, because Gaussians are flat at the nucleus. With tighter s functions the two values rise to 3.90 and 0.488, and extrapolation with the cusp condition gives about 3.91 and 0.489. The other rows move by at most 0.0001. Within 10 bohr the 3s orbital has two radial nodes and $\varphi$ has none. This is a result for magnesium. Nothing in the minimization forbids a change of sign, so nodes have to be checked in each case.

The pseudo-orbital still rises towards the nucleus. For an exact s orbital of a point nucleus with charge $Z$, the $1/r$ terms of the eigenvalue equation must cancel at the origin. These are $-R'(0)/r$ from $T$ and $-ZR(0)/r$ from the attraction, so $R'(0)=-ZR(0)$. The condition is linear and passes to every mixture of s orbitals. A cusp therefore remains unless $\varphi$ vanishes at the nucleus. The Gaussian basis can only approximate it.

Far outside the core, $\varphi$ follows 3s because the core orbitals have died out. Its norm is larger, however:

$$N=1+0.0317^2+0.2941^2=1.087 .$$

Normalizing $\varphi$ multiplies its outer density by $1/N=0.920$. The charge beyond 3 bohr falls from 0.513 to 0.472 electrons per orbital, a ratio of 0.921. The missing 8% of this outer charge has moved inside 3 bohr. It does not collect at the nucleus, where $\varphi$ is much smaller than 3s. It goes to the shell between about 0.6 and 2.0 bohr, with the largest gain near 1.1 bohr, just beyond the outer node of 3s at 0.9 bohr (compare the table at 1 bohr). By Gauss's law the field of a spherical density at radius $r$ is set by the charge inside $r$. At 3 bohr the normalized pseudo-orbital encloses $1-0.472=0.528$ electrons instead of $1-0.513=0.487$, so its own field there is too strong and it screens the nucleus too much. The net field of the neutral atom, which is set by the electron charge left outside $r$, is correspondingly too weak.

No other choice of $a$ repairs this. An unchanged tail requires unit valence coefficient, and then $N>1$ for any nonzero admixture. Shape-consistent pseudo-orbitals, which keep both the tail and the norm, must therefore include functions from outside the space of core and valence orbitals.

## Calculated quantities

```
Hydrogenic 1s core, 2s valence (kinetic energies in Z^2 hartree)
T(1s,1s), T(2s,2s), T(1s,2s) = 0.50000 0.12500 0.20951
minimum kinetic energy t = 0.03134
1s coefficient a (no unit) = -0.44705
Mg atom, RHF, even-tempered basis (energies in hartree)
s exponents: 20, from 0.020, ratio 2.2
p exponents: 11, from 0.050, ratio 2.5
total energy = -199.6137, virial ratio -V/T = 2.000014
E(1s), E(2s), E(3s) = -49.0316 -3.7678 -0.25305
T(1s,1s) = 67.27355
T(2s,2s) = 8.74344
T(1s,2s) = 20.48108
T(1s,3s) = 3.89238
T(2s,3s) = 1.89127
T(3s,3s) = 0.53559
lowest eigenvalue of core kinetic matrix = 2.28850
t after linear solve 1 = 0.10323685
t after linear solve 2 = 0.10289243
t after linear solve 3 = 0.10289243
t after linear solve 4 = 0.10289243
first solve (t=0): a(1s), a(2s) = 0.027870 -0.281590
converged: a(1s), a(2s) = 0.031711 -0.294050
grid minimization: a(1s), a(2s) = 0.031711 -0.294050
largest |a(2p)| below 1e-5: True
minimum kinetic energy t = 0.102892
ratio t / T(3s,3s) = 0.19211
<V> in 3s = -0.78864
<V + V_R> in phi, Vbar = -0.35595
Cohen-Heine form deviation, first solve = 0.02907
norm N of phi = 1.087471, 1/N = 0.919565
radial nodes within 10 bohr: 3s 2, phi 0
charge beyond 3 bohr (electrons per orbital): 3s 0.51271, normalized phi 0.47231
r (bohr), R of 3s, R of unnormalized phi (bohr^-3/2)
 0.0    3.85376    0.48249
 0.1    0.92331    0.26944
 0.3   -0.48651    0.31437
 0.6   -0.30671    0.30015
 1.0    0.07106    0.29310
 2.0    0.26699    0.27997
 3.0    0.18983    0.19058
 5.0    0.06185    0.06186
```
